# Antisite populations at low temperature in an AB compound with excess A

A supercell study of defects in an alloy such as nickel-rich NiAl needs a decision before the first concentration is quoted: what chemical potentials go into the formation energies? Consider first antisites that do not interact, in a crystal without vacancies. If the chemical potentials are chosen as for the stoichiometric crystal, both kinds of antisite die out on cooling, each with half the energy of an antisite pair. If the alloy holds a fixed excess of one element, one antisite species remains down to the lowest temperature and the other dies out with the full pair energy. In the example below, treated without vacancies, the two choices differ by more than nine orders of magnitude in the rarer population at 673 K.

## The model and the claim

The ordered crystal has two sublattices, $\alpha$ and $\beta$, with $N$ sites each. In perfect order A fills $\alpha$ and B fills $\beta$. The allowed defects are A atoms on $\beta$ sites, with site fraction $a$, and B atoms on $\alpha$ sites, with site fraction $b$. There are no vacancies or interstitials for now. Counting atoms,

$$N_A=N(1-b+a),\qquad N_B=N(1-a+b).$$

Subtracting and dividing by $2N$ gives

$$a-b=\Delta,\qquad \Delta\equiv\frac{N_A-N_B}{2N}=2x_A-1, \tag{1}$$

where $x_A$ is the atomic fraction of A. The excess is fixed, with $0<\Delta<1$. Equation (1) is pure counting. It already shows that $a\ge\Delta$ at every temperature, whatever the energies are. What remains to be shown is that $b$ vanishes.

Let $e_A$ be the energy of putting A in place of B on a $\beta$ site, and $e_B$ that of putting B in place of A on an $\alpha$ site. Each changes the composition, so each depends on the reference energies chosen for the free atoms. The sum $E=e_A+e_B$ describes an exchange of two atoms, and the references cancel in it. I assume that $E>0$ and that antisites do not interact. Energies in the examples are in eV, $k_BT$ is treated as an energy, and $K\equiv e^{-E/k_BT}$. The claim is

$$a\to\Delta,\qquad b\simeq\frac{1-\Delta}{\Delta}\,e^{-E/k_BT}\to0\qquad(T\to0). \tag{2}$$

## First derivation: counting arrangements at fixed composition

Let $m$ be the number of B antisites and $M=N\Delta$ the fixed excess number. By (1) there are $m+M$ A antisites. The energy is $(m+M)e_A+me_B=Me_A+mE$. Its first term is constant, so the statistical weight is

$$w(m)=\binom Nm\binom N{m+M}e^{-mE/k_BT}.$$

The ratio of neighbouring weights follows from $\binom N{m+1}/\binom Nm=(N-m)/(m+1)$:

$$\frac{w(m+1)}{w(m)}=\frac{N-m}{m+1}\,\frac{N-m-M}{m+M+1}\,K.$$

Both fractions fall as $m$ grows, so $w$ has a single peak, where the ratio passes through one. For large $N$, with $m=Nb$ and $m+M=Na$, this condition reads

$$\frac{ab}{(1-a)(1-b)}=K. \tag{3}$$

The peak is sharp. The logarithm of the ratio changes per unit $m$ by $-\frac1N\left[\frac1{a(1-a)}+\frac1{b(1-b)}\right]$, so the variance of $m$ is $N$ divided by the bracket. The variance of $b=m/N$ is then proportional to $1/N$, and the mean coincides with the peak as $N\to\infty$ at fixed temperature.

Now put $a=b+\Delta$ in (3):

$$b(b+\Delta)=K(1-b)(1-\Delta-b)=K\left[(1-\Delta)-(2-\Delta)b+b^2\right].$$

Collecting powers of $b$,

$$(1-K)b^2+Pb-K(1-\Delta)=0,\qquad P=\Delta+K(2-\Delta).$$

Since $0<K<1$, the product of the roots is negative and exactly one root is positive: $b=(R-P)/[2(1-K)]$, with

$$R^2=P^2+4K(1-K)(1-\Delta).$$

In $R^2$ the coefficient of $K$ is $2\Delta(2-\Delta)+4(1-\Delta)=4-2\Delta^2$, and that of $K^2$ is $(2-\Delta)^2-4(1-\Delta)=\Delta^2$. Therefore

$$R^2=\Delta^2(1-K)^2+4K.$$

At low temperature $R-P$ is a small difference of nearly equal numbers. Multiplying top and bottom by $R+P$ removes it, because $R^2-P^2=4K(1-K)(1-\Delta)$:

$$b=\frac{2K(1-\Delta)}{\Delta+K(2-\Delta)+\sqrt{\Delta^2(1-K)^2+4K}}. \tag{4}$$

As $T\to0$, $K\to0$ and the denominator tends to $2\Delta$. This gives the second part of (2), and $a=\Delta+b$ gives the first.

**The stoichiometric case.** At $\Delta=0$ the denominator of (4) is $2K+2\sqrt K$, so

$$a=b=\frac{\sqrt K}{1+\sqrt K}\simeq e^{-E/2k_BT}.$$

Both populations vanish, and the activation energy is $E/2$. To connect the two regimes, define the local activation energy $E_{\rm loc}=-d\ln b/d(1/k_BT)$. Taking the logarithm of (3) and differentiating with $da=db$,

$$\frac{d\ln K}{db}=\frac1{a(1-a)}+\frac1{b(1-b)}.$$

Because $\ln K=-E/k_BT$, we have $E_{\rm loc}=E\,d\ln b/d\ln K$, or

$$E_{\rm loc}=\frac{E}{b\left[\dfrac1{a(1-a)}+\dfrac1{b(1-b)}\right]}. \tag{5}$$

With excess, $b\to0$ at finite $a$ and $E_{\rm loc}\to E$. Without it, $a=b\to0$ and $E_{\rm loc}\to E/2$. A natural crossover is where the two terms under the root in (4) are equal, $\Delta(1-K)=2\sqrt K$. Dividing by $2\sqrt K$ gives

$$\Delta\sinh\frac{E}{2k_BT^*}=1. \tag{6}$$

## Second derivation: independent sites and a chemical potential

Now let the crystal exchange atoms with a reservoir. Replacing a B atom by an A atom in the crystal lowers the free energy of the reservoir by $\delta\mu=\mu_A-\mu_B$, measured from the same references as $e_A$ and $e_B$. An A antisite then has the effective cost $e_A-\delta\mu$, and a B antisite, which returns an A atom, has $e_B+\delta\mu$. Each site has two states and is independent of the others, so the odds of finding it wrongly occupied are Boltzmann factors:

$$\frac a{1-a}=e^{-(e_A-\delta\mu)/k_BT},\qquad \frac b{1-b}=e^{-(e_B+\delta\mu)/k_BT}. \tag{7}$$

Their product is (3), with $\delta\mu$ cancelled. The value of $\delta\mu$ is set by requiring $a-b=\Delta$. As $\delta\mu$ rises from $-\infty$ to $\infty$, $a$ rises and $b$ falls, so $a-b$ climbs steadily from $-1$ to $1$ and meets $\Delta$ once.

The limit now needs no quadratic equation. Since $a\ge\Delta$, the odds $a/(1-a)$ are at least $\Delta/(1-\Delta)$. Hence

$$b\le\frac b{1-b}=K\,\frac{1-a}{a}\le\frac{1-\Delta}\Delta\,e^{-E/k_BT}. \tag{8}$$

The right side vanishes as $T\to0$, so $b\to0$ and $a\to\Delta$. Putting $a\to\Delta$ back into the middle expression recovers the prefactor in (2).

This route also shows where the asymmetry comes from. Inverting (7),

$$e_A-\delta\mu=k_BT\ln\frac{1-a}a\to0,\qquad e_B+\delta\mu=E-k_BT\ln\frac{1-a}a\to E. \tag{9}$$

The fixed excess drives the chemical potential to the value at which majority antisites are free, and the minority antisite then carries the whole pair energy. In a supercell calculation, $\delta\mu$ must therefore be solved for at each temperature. If, in this vacancy-free model, it were held at a constant value between $-e_B$ and $e_A$, both exponents in (7) would stay negative and both populations would vanish: the composition would drift to stoichiometry on cooling.

## What each derivation assumes

Both derivations assume a single ordered phase, full equilibrium and independent antisites. They differ in what is held fixed.

The first fixes the atom numbers, as in a closed sample, and needs large $N$ for the peak to represent the mean. It can also describe a finite crystal. When $K$ is so small that $m=0$ and $m=1$ suffice,

$$b=\frac{\langle m\rangle}N\simeq\frac1N\frac{w(1)}{w(0)}=\frac{N-M}{M+1}K=\frac{1-\Delta}{\Delta+1/N}K.$$

Relative to (2), this is low by the fraction $1/(M+1)$. A direct sum over all $m$ with $N=50000$ and $M=1000$, at six values of $E/k_BT$ from 2 to 80, differed from (4) by at most $1.0\times10^{-3}$ of its value, which is this correction. At $M=0$ the same expression gives $b\simeq NK$, with activation energy $E$ instead of $E/2$. The stoichiometric law thus requires $N\to\infty$ before $T\to0$.

The second derivation fixes the composition on average. It treats sites independently from the start, so it needs no peak argument, and it gives the bound (8) directly. Its price is the reservoir: one must remember that $\delta\mu$ is a result of the composition and not an input.

## Nickel-rich NiAl at 51 % Ni

NiAl is being considered for narrow chip interconnects, and its nickel excess is taken up mainly by Ni antisites. Here A is Ni and B is Al. The inputs are rough: $E=3$ eV and a lattice parameter of 0.29 nm. The excess is $\Delta=2(0.51)-1=0.02$.

At 673 K, taken here as the anneal temperature, $k_BT=0.0580$ eV and $K=3.42\times10^{-23}$. Equation (2) gives

$$b=\frac{0.98}{0.02}\times3.42\times10^{-23}=1.7\times10^{-21}.$$

With $4.1\times10^{22}$ sites per cm$^3$ on each sublattice, there are $8.2\times10^{20}$ Ni antisites per cm$^3$ and about 70 Al antisites per cm$^3$. In equilibrium, an interconnect would contain practically none of the latter. Whether a real film gets that far is a question of atomic motion, taken up below. In the same vacancy-free model, the stoichiometric crystal at this temperature would have $a=b=5.9\times10^{-12}$. Vacancies change that value greatly, as shown below.

Between 300 and 1600 K, $b$ rises from $2\times10^{-49}$ to $1.7\times10^{-8}$, while $a$ stays at 0.0200. The crossover (6) lies at 3780 K, far above the rough melting temperature of 1900 K, so within this model the alloy is always in the excess regime. For the crossover to fall at 1600 K, the excess would have to be $3.8\times10^{-5}$. Without vacancies, a nominally 50 % alloy would therefore follow the $E/2$ law at 1600 K only if its nickel fraction were well within $2\times10^{-5}$ of one half, and the window narrows on cooling.

The exponent makes these small numbers sensitive to the inputs. A pair-formation entropy of $3k_B$, an illustrative value, would multiply $K$ by 20. It would leave the limits unchanged.

## Where the result bends or fails

**Attraction between antisites.** Suppose an Al antisite gains an energy $u$ from each Ni antisite among its eight nearest neighbours. When $b$ is very small, the Ni antisites are still random, with fraction $\Delta$, and (7) gives $e^{\delta\mu/k_BT}=e^{e_A/k_BT}\Delta/(1-\Delta)$. The odds for an Al antisite acquire a factor $e^{u/k_BT}$ for each neighbour that is a Ni antisite. Averaging over eight independent neighbours, to leading order in $b$,

$$b=K\,\frac{1-\Delta}\Delta\left[1-\Delta+\Delta e^{u/k_BT}\right]^8. \tag{10}$$

For $u>0$ the exponential dominates the bracket as $T\to0$, and

$$b\to(1-\Delta)\Delta^7e^{-(E-8u)/k_BT}.$$

The minority population vanishes if $8u<E$. A positive energy for an isolated pair is thus not sufficient: the antisite must cost energy in its most favourable surroundings.

A simple model sits on the boundary. Let every nearest-neighbour bond between like atoms cost $w$. An isolated antisite has eight like bonds, so $E=16w$. If the two antisites are neighbours, the bond between them joins unlike atoms and each keeps seven like bonds, for a total of $14w$. Hence $u=2w=E/8$, and $b$ tends to $(1-\Delta)\Delta^7=1.25\times10^{-12}$ instead of zero. The reason can be counted. An Al antisite enclosed by eight Ni antisites leaves $8\times7=56$ like bonds. Seven separate Ni antisites, which have the same composition, also have $7\times8=56$. The two arrangements are degenerate, so the minority antisite survives at zero temperature.

With $u=0.375$ eV from this model, $b$ at 673 K becomes $2.3\times10^{-12}$, about $10^9$ times the independent value. With half that attraction it is $4.0\times10^{-20}$, a factor of 24, and it still vanishes on cooling, with an activation energy that tends to 1.5 eV as $T\to0$. The binding in real NiAl has to be computed. Until it is, the independent-antisite value of $b$ should not be trusted even in order of magnitude. By (1), $a\simeq\Delta$ still holds as long as $b$ stays far below $\Delta$.

**Vacancies.** NiAl also forms vacancies on the Ni sublattice, with site fraction $v$. The number of sites can now change, so I define the excess by composition, $\Delta=(N_A-N_B)/(N_A+N_B)$. With $N_A=N(1-b-v+a)$ and $N_B=N(1-a+b)$, this is $\Delta=(2a-2b-v)/(2-v)$, or

$$a=\Delta+b+\tfrac12v(1-\Delta). \tag{11}$$

At fixed atom numbers, vacancies can form by adding one cell to the crystal: two $\alpha$ vacancies appear and one A atom moves from $\alpha$ to $\beta$. Let this triple defect cost $E_t>0$. The number of arrangements is

$$W=\frac{N!}{(Nb)!\,(Nv)!\,[N(1-b-v)]!}\;\frac{N!}{(Na)!\,[N(1-a)]!}.$$

The step raises $N$ by one, the vacancies by two and the A antisites by one, and lowers the A atoms on $\alpha$ by one. For large $N$ it multiplies $W$ by $(1-b-v)/(v^2a)$. In equilibrium the step leaves the free energy unchanged, $E_t=k_BT\ln[(1-b-v)/(v^2a)]$, so

$$\frac{v^2a}{1-b-v}=e^{-E_t/k_BT}. \tag{12}$$

Equation (11) keeps $a\ge\Delta$, hence $v^2\le e^{-E_t/k_BT}/\Delta\to0$. The exchange condition (3) keeps its form with $1-b$ replaced by $1-b-v$, so $b\le K/\Delta\to0$. Both limits survive.

With a rough $E_t=2$ eV, $v=2.3\times10^{-7}$ at 673 K. Vacancies then outnumber independent Al antisites by about $10^{14}$, yet they raise $a$ above $\Delta$ by just 6 parts per million of $\Delta$. At 1600 K the rise is 12 % of $\Delta$, and vacancies must be included.

At exact stoichiometry they matter even at 673 K. With $\Delta=0$ and negligible $b$, (11) gives $a\simeq v/2$, and (12) then gives $v^3\simeq2e^{-E_t/k_BT}$. The result is $a\simeq6.4\times10^{-6}$ and $b\simeq K/a\simeq5.3\times10^{-18}$, instead of the common value $5.9\times10^{-12}$ found without vacancies. The $E/2$ law therefore does not describe stoichiometric NiAl with these inputs. The gap in $b$ between the stoichiometric and the 51 % crystal at 673 K, more than nine orders of magnitude without vacancies, shrinks to a factor of about $3\times10^3$.

**Slow atoms.** Equilibrium requires atoms to move. A rough time per atomic jump is $1/(\nu v e^{-E_m/k_BT})$, with attempt rate $\nu=10^{13}$ s$^{-1}$ and migration barrier $E_m=2$ eV. At 673 K this is $4\times10^8$ s, over ten years. With these inputs, an hour at 673 K would therefore leave most antisites from deposition in place, unless extra vacancies speed up the motion. The time falls to one hour at 869 K, where the independent model gives $b=1.9\times10^{-16}$. Suppose that these inputs hold, that the film has no extra vacancies from deposition, and that vacancies stay near equilibrium by reaching surfaces or other sinks during cooling. A film cooled from high temperature within about an hour then keeps at least roughly this larger population, about $10^5$ times the 673 K equilibrium value. In a thick sample with distant sinks, trapped vacancies would keep the atoms moving to lower temperatures, and fewer Al antisites would remain.

**Precipitation.** At $T=0$ the majority antisites of the model are still randomly placed. The entropy per cell is $-k_B[\Delta\ln\Delta+(1-\Delta)\ln(1-\Delta)]=0.098\,k_B$. An interaction among them that favours one arrangement can order them or expel them on cooling, so the limit (2) describes a single phase that may be metastable.

To estimate when, neglect $b$ and write the free energy per cell as $g(c)=ce_A+k_BT[c\ln c+(1-c)\ln(1-c)]$. Let a precipitate have excess $\Delta_p$ and energy $\Delta_p(e_A-E_p)$ per cell, so that $E_p$ is the gain per excess atom. Turning a small fraction $f$ of the cells into precipitate changes $c$ from $\Delta$ to $(\Delta-f\Delta_p)/(1-f)$. The initial slope of the total free energy is

$$\Delta_p(e_A-E_p)-g(\Delta)+(\Delta-\Delta_p)g'(\Delta).$$

Using $g'(\Delta)=e_A+k_BT\ln\frac{\Delta}{1-\Delta}$ and $g(\Delta)-\Delta g'(\Delta)=k_BT\ln(1-\Delta)$, the slope vanishes at

$$k_BT_s=\frac{E_p}{\ln\dfrac{1-\Delta}\Delta-\dfrac{\ln(1-\Delta)}{\Delta_p}}.$$

Above $T_s$ the solution is stable against this precipitate. For $\Delta_p=0.5$, the composition of Ni$_3$Al, and an illustrative gain of 0.1 eV, $T_s=295$ K. A larger gain raises $T_s$ in proportion. The composition of the precipitate matters little by itself: $\Delta_p=0.25$, that of Ni$_5$Al$_3$, gives 292 K for the same gain. The gain, however, must be known for each competing phase. Vibrational entropy is left out here, and it matters: a difference of $k_B$ per excess atom in favour of the precipitate would raise $T_s$ to 396 K. Both quantities have to be computed before a 51 % alloy is assumed to be a single phase at its temperature of use.

For the supercell study, the practical rule is conditional. If the alloy is one phase and its excess is well above both the crossover value and the vacancy fraction, Ni antisites belong in the host at a fraction close to $\Delta$, and $\delta\mu$ follows from (9) as long as the Ni antisites interact only weakly with one another. Without binding, the activation energy of the Al population is then close to the full pair energy $E$. The effective cost to use in a Boltzmann factor is the second expression in (9), which is 2.77 eV at 673 K in the example, not 3 eV. Binding to Ni antisites enters through the neighbour average in (10), as long as $b$ remains small.

## Values computed for the example and the checks

```
INPUTS (rough for NiAl)
Ni atomic fraction = 0.51; excess D = 0.020
antisite pair energy E = 3.0 eV
triple-defect energy = 2.0 eV
lattice parameter = 0.29 nm
migration barrier = 2.0 eV; attempt rate = 1e+13 1/s
melting temperature, rough = 1900 K
INDEPENDENT ANTISITES (site fractions)
T=300 K: kT=0.02585 eV, K=4.001e-51, a=0.020000000, b=1.961e-49
T=673 K: kT=0.05799 eV, K=3.423e-23, a=0.020000000, b=1.677e-21
T=1000 K: kT=0.08617 eV, K=7.597e-16, a=0.020000000, b=3.723e-14
T=1300 K: kT=0.11203 eV, K=2.343e-12, a=0.020000000, b=1.148e-10
T=1600 K: kT=0.13788 eV, K=3.552e-10, a=0.020000017, b=1.740e-08
SAME, NO EXCESS (a = b)
T=300 K: a=b=6.326e-26
T=673 K: a=b=5.851e-12
T=1000 K: a=b=2.756e-08
T=1300 K: a=b=1.531e-06
T=1600 K: a=b=1.885e-05
sites per sublattice = 4.100e+22 cm^-3
Ni antisites at 673 K = 8.200e+20 cm^-3
Al antisites at 673 K = 6.877e+01 cm^-3
crossover temperature = 3780 K
activation energy there = 2.550 eV
excess D with crossover at 1600 K = 3.769e-05
residual entropy = 0.09804 k_B per cell
VACANCIES INCLUDED (site fractions)
T=300 K: v=1.123e-16, b=1.961e-49, (a-D)/D=2.776e-15
T=673 K: v=2.296e-07, b=1.677e-21, (a-D)/D=5.625e-06
T=1000 K: v=6.447e-05, b=3.716e-14, (a-D)/D=1.579e-03
T=1300 K: v=9.282e-04, b=1.121e-10, (a-D)/D=2.274e-02
T=1600 K: v=4.729e-03, b=1.549e-08, (a-D)/D=1.159e-01
ANTISITE ATTRACTION INCLUDED (b, site fraction)
bond-model attraction u = 0.3750 eV
T=300 K: b(u)=1.255e-12, b(u/2)=1.042e-37
T=673 K: b(u)=2.257e-12, b(u/2)=4.013e-20
T=1000 K: b(u)=6.293e-11, b(u/2)=1.189e-13
T=1300 K: b(u)=3.797e-09, b(u/2)=2.232e-10
T=1600 K: b(u)=1.282e-07, b(u/2)=2.730e-08
zero-temperature b for bond model = 1.254e-12
cold activation energy for u/2 = 1.500 eV
OTHER LIMITS
pair entropy 3 k_B multiplies K by 20.1
time per atomic jump at 673 K = 4.13e+08 s
temperature for one jump per hour = 869 K
independent b at that temperature = 1.925e-16
precipitate: gain = 0.1 eV, excess = 0.5
precipitation temperature = 295 K
largest error of b against finite sum = 9.99e-04
```
